# Out-of-plane spin from the anomalous Hall current of a tilted ferromagnet: test program

```python
# Result under test: a ferromagnet with m = (0, cos t, sin t), driven by E along x,
# emits along z a spin current polarised along m, whose z-spin part is
#   Q_z = -(zeta-beta) * sigma_AH * E_x * eta * sin(t) * cos(t),  largest at t = 45 deg,
#   eta = (1 - sech(d/lam)) / (1 + (G_F/g) tanh(d/lam)),  G_F = sigma(1-beta^2)/(2 lam).
# t: tilt from film plane; beta, zeta: spin polarisation of the ordinary and of the
# anomalous Hall conductivity; d: thickness; lam: spin diffusion length;
# g: spin conductance of the sink per area. Q = j_up - j_down in charge-current units.
# Potentials are those of positive charge; "up" means moment along m.
import numpy as np
from scipy.constants import hbar, e, mu_0
from scipy.optimize import minimize_scalar

# Rough Co-Fe-B-like values; zeta is an assumed value
resistivity = 150e-8          # ohm m
sigma = 1 / resistivity
hall_angle = 0.02
sigma_ah = hall_angle * sigma
beta, zeta = 0.6, 1.5
lam, d_fixed, t_free = 4e-9, 8e-9, 1e-9
g_mix = 5e14                  # S/m^2, transverse spin absorption
current_density = 1e11        # A/m^2
e_x = current_density / sigma
mu0_ms = 1.5                  # T
ms = mu0_ms / mu_0
amr = 0.005                   # relative drop of conductivity along m
heat_capacity = 3.5e6         # J/(m^3 K)
pulse = 1e-9                  # s


def direction(theta):
    return np.array([0.0, np.cos(theta), np.sin(theta)])


def emitted_numeric(theta, d=d_fixed, g=g_mix, hall_pol=zeta,
                    extra=(0.0, 0.0), e_y=0.0, cells=240):
    """Spin current into the sink from a finite-volume two-channel solution.
    extra: additional conductivity along m in the up and down channels."""
    mx, my, mz = m = direction(theta)
    cross = np.array([[0, -mz, my], [mz, 0, -mx], [-my, mx, 0]])
    n, h = cells + 1, d / cells
    matrix, rhs = np.zeros((2 * n, 2 * n)), np.zeros(2 * n)
    flip = sigma * (1 - beta**2) / (4 * lam**2)
    exchange = np.full(n, flip * h)
    exchange[[0, -1]] *= 0.5
    exchange[-1] += g / 2      # sink takes up-current and returns down-current
    for channel, sign in enumerate((1, -1)):
        tensor = (sigma * (1 + sign * beta) / 2 * np.eye(3)
                  + extra[channel] * np.outer(m, m)
                  + sigma_ah * (1 + sign * hall_pol) / 2 * cross)
        drive = tensor[2, 0] * e_x + tensor[2, 1] * e_y
        link = tensor[2, 2] / h
        offset, other = channel * n, (1 - channel) * n
        for k in range(cells):
            a, b = offset + k, offset + k + 1
            matrix[a, a] += link
            matrix[a, b] -= link
            matrix[b, b] += link
            matrix[b, a] -= link
            rhs[a] -= drive
            rhs[b] += drive
        for k in range(n):
            matrix[offset + k, offset + k] += exchange[k]
            matrix[offset + k, other + k] -= exchange[k]
    matrix[0, 0] += sigma / h  # fixes the free constant of the potential
    potential = np.linalg.solve(matrix, rhs)
    return g * (potential[n - 1] - potential[2 * n - 1])


def transmission(d, g):
    g_f = sigma * (1 - beta**2) / (2 * lam)
    return (1 - 1 / np.cosh(d / lam)) / (1 + g_f / g * np.tanh(d / lam))


def emitted_formula(theta, d=d_fixed, g=g_mix):
    return -(zeta - beta) * sigma_ah * np.cos(theta) * e_x * transmission(d, g)


def best_angle(z_spin_current):
    scale = hall_angle * current_density
    found = minimize_scalar(lambda t: -abs(z_spin_current(t)) / scale,
                            bounds=(0.01, np.pi / 2 - 0.01), method="bounded",
                            options={"xatol": 1e-7})
    return found.x


# Formula against the numerical solution, for several layers, sinks and angles
worst = 0.0
for d in (3e-9, 8e-9, 20e-9):
    for g in (2e13, 5e14):
        for angle in (0.2, 0.8, 1.3):
            numeric = emitted_numeric(angle, d, g)
            worst = max(worst, abs(numeric / emitted_formula(angle, d, g) - 1))
assert worst < 5e-4            # second-order grid error

# Equal polarisations cancel; a side field has no effect when m_x = 0
q_reference = emitted_numeric(0.7)
q_equal = emitted_numeric(0.7, hall_pol=beta)
assert abs(q_equal / q_reference) < 1e-6
assert abs(emitted_numeric(0.7, e_y=0.3 * e_x) / q_reference - 1) < 1e-6

# Position of the maximum from the numerical solution
theta_best = best_angle(lambda t: emitted_numeric(t) * np.sin(t))
assert abs(np.degrees(theta_best) - 45) < 0.01

# Vector spin balance in the spacer, for a free layer magnetised along 'axis'
g_f = sigma * (1 - beta**2) / (2 * lam)
g_source = g_f * np.tanh(d_fixed / lam)
g_long = g_f * np.tanh(t_free / lam)


def absorbed(theta, axis):
    m = direction(theta)
    along_m, along_free = np.outer(m, m), np.outer(axis, axis)
    source = emitted_formula(theta, g=1e30) * m
    back = g_source * along_m + g_mix * (np.eye(3) - along_m)
    sink = g_long * along_free + g_mix * (np.eye(3) - along_free)
    return sink @ np.linalg.solve(back + sink, source)


x_axis, z_axis = np.array([1.0, 0, 0]), np.array([0, 0, 1.0])
for angle in (0.3, 0.8, 1.2):
    expected = emitted_numeric(angle) * direction(angle)
    assert np.allclose(absorbed(angle, x_axis), expected,
                       rtol=5e-4, atol=1e-6 * current_density)
theta_perp = best_angle(lambda t: absorbed(t, z_axis)[2])
scan = np.linspace(0.01, np.pi / 2 - 0.01, 2000)
scan_best = scan[np.argmax([abs(absorbed(t, z_axis)[2]) for t in scan])]
assert abs(theta_perp - scan_best) < 2e-3   # global maximum, within scan step

# Anisotropic magnetoresistance put wholly into one channel, side field shorted
amr_angles = [np.degrees(best_angle(
    lambda t, x=x: emitted_numeric(t, extra=x) * np.sin(t)))
    for x in ((-amr * sigma, 0.0), (0.0, -amr * sigma))]

# Perpendicular field that holds 45 degrees without anisotropy
hold_field = mu0_ms * np.sin(np.pi / 4)
held = minimize_scalar(lambda t: 0.5 * mu0_ms * np.sin(t)**2
                       - hold_field * np.sin(t), bounds=(0, 1.5),
                       method="bounded", options={"xatol": 1e-8})
assert abs(np.degrees(held.x) - 45) < 0.01

q45 = emitted_numeric(np.pi / 4)
qz45 = q45 * np.sin(np.pi / 4)
qz35 = emitted_numeric(np.radians(35)) * np.sin(np.radians(35))
torque_field = hbar * abs(qz45) / (2 * e * ms * t_free)
oersted = mu_0 * current_density * d_fixed / 2
heating = resistivity * current_density**2 * pulse / heat_capacity
kilo = 1e-7                    # A/m^2 to kA/cm^2

print(f"resistivity = {resistivity*1e8:.0f} microohm cm")
print(f"conductivity sigma = {sigma:.4g} S/m")
print(f"Hall angle sigma_AH/sigma = {hall_angle:.3f}")
print(f"beta = {beta:.2f}, zeta = {zeta:.2f} (zeta assumed)")
print(f"spin diffusion length = {lam*1e9:.1f} nm")
print(f"fixed layer = {d_fixed*1e9:.1f} nm, free layer = {t_free*1e9:.1f} nm")
print(f"sink conductance g = {g_mix:.2e} S/m^2")
print(f"G_F = {g_f:.3e} S/m^2")
print(f"current density = {current_density*1e-10:.1f} MA/cm^2")
print(f"driving field E_x = {e_x*1e-5:.2f} kV/cm")
print(f"transmission eta = {transmission(d_fixed, g_mix):.4f}")
print(f"largest relative error of formula in tests = {worst:.1e}")
print(f"spin current ratio, zeta=beta to example = {abs(q_equal/q_reference):.1e}")
print("tilt (deg), Q total, Q_y, Q_z (kA/cm^2), numerical solution:")
for degrees in (0, 15, 30, 45, 60, 75, 90):
    angle = np.radians(degrees)
    q = emitted_numeric(angle) * kilo
    row = np.array([q, q * np.cos(angle), q * np.sin(angle)])
    row = np.where(abs(row) < 1e-6, 0.0, row)
    print(f"  {degrees:2d}  {row[0]:8.2f}  {row[1]:8.2f}  {row[2]:8.2f}")
print(f"numerical best tilt = {np.degrees(theta_best):.3f} deg")
print(f"|Q_z|/J at 45 deg = {abs(qz45)/current_density*100:.3f} percent")
print(f"Q_z at 35 deg relative to 45 deg = {qz35/qz45:.4f}")
print(f"mu0*Ms = {mu0_ms:.2f} T, Ms = {ms*1e-3:.0f} kA/m")
print(f"equivalent torque field of Q_z = {torque_field*1e3:.3f} mT")
print("Neglected effects:")
print(f"free layer along z: longitudinal conductance = {g_long:.2e} S/m^2")
print(f"free layer along z: best tilt = {np.degrees(theta_perp):.1f} deg")
print(f"free layer along z: |Q_z| at best tilt = "
      f"{abs(absorbed(theta_perp, z_axis)[2])*kilo:.2f} kA/cm^2")
print(f"free layer along z: |Q_z| at 45 deg = "
      f"{abs(absorbed(np.pi/4, z_axis)[2])*kilo:.2f} kA/cm^2")
print(f"magnetoresistance assumed = {amr*100:.1f} percent of sigma")
print(f"best tilt, all in up channel = {amr_angles[0]:.3f} deg")
print(f"best tilt, all in down channel = {amr_angles[1]:.3f} deg")
print(f"Oersted field of fixed layer at free layer = {oersted*1e3:.3f} mT")
print(f"heat capacity = {heat_capacity*1e-6:.1f} J/(cm^3 K)")
print(f"pulse = {pulse*1e9:.1f} ns, heating without loss = {heating:.2f} K")
print(f"field holding 45 deg without anisotropy = {hold_field:.2f} T")
print("success")
```

Printed output:

```
resistivity = 150 microohm cm
conductivity sigma = 6.667e+05 S/m
Hall angle sigma_AH/sigma = 0.020
beta = 0.60, zeta = 1.50 (zeta assumed)
spin diffusion length = 4.0 nm
fixed layer = 8.0 nm, free layer = 1.0 nm
sink conductance g = 5.00e+14 S/m^2
G_F = 5.333e+13 S/m^2
current density = 10.0 MA/cm^2
driving field E_x = 1.50 kV/cm
transmission eta = 0.6657
largest relative error of formula in tests = 4.1e-05
spin current ratio, zeta=beta to example = 1.1e-12
tilt (deg), Q total, Q_y, Q_z (kA/cm^2), numerical solution:
   0   -119.83   -119.83      0.00
  15   -115.75   -111.81    -29.96
  30   -103.78    -89.87    -51.89
  45    -84.73    -59.92    -59.92
  60    -59.92    -29.96    -51.89
  75    -31.02     -8.03    -29.96
  90      0.00      0.00      0.00
numerical best tilt = 45.000 deg
|Q_z|/J at 45 deg = 0.599 percent
Q_z at 35 deg relative to 45 deg = 0.9397
mu0*Ms = 1.50 T, Ms = 1194 kA/m
equivalent torque field of Q_z = 0.165 mT
Neglected effects:
free layer along z: longitudinal conductance = 1.31e+13 S/m^2
free layer along z: best tilt = 64.5 deg
free layer along z: |Q_z| at best tilt = 6.39 kA/cm^2
free layer along z: |Q_z| at 45 deg = 4.97 kA/cm^2
magnetoresistance assumed = 0.5 percent of sigma
best tilt, all in up channel = 45.039 deg
best tilt, all in down channel = 44.984 deg
Oersted field of fixed layer at free layer = 0.503 mT
heat capacity = 3.5 J/(cm^3 K)
pulse = 1.0 ns, heating without loss = 4.29 K
field holding 45 deg without anisotropy = 1.06 T
success
```
